# X2C by Hand for One s Gaussian on a Nucleus: test program

```python
"""X2C for one normalized s Gaussian g = (2a/pi)^(3/4) exp(-a r^2) on a nucleus.

Result under test (Hartree atomic units, rest energy subtracted):
  T = 3a/2, V = -2Z sqrt(2a/pi), W = <sigma.p V sigma.p> = 2aV
  tau = T/(2c^2), nu = V/(6c^2)
  X = 2/((1+nu) + sqrt((1+nu)^2 + 4 tau)), R = (1 + tau X^2)^(-1/2)
  h = R [V + 2TX + (W/(4c^2) - T)X^2] R = V + TX
and h is the electronic eigenvalue of the Dirac matrix.
Z: nuclear charge, a: exponent, c: speed of light.
X: ratio of small to large coefficient, small function (sigma.p)g/(2c).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import fine_structure, physical_constants

C = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def quadrature_matrices(Z, a):
    """Integrals over a 3D grid, with explicit spinors for the small part."""
    x, wx = np.polynomial.legendre.leggauss(80)
    rmax = 7.0 / np.sqrt(a)
    r, wr = 0.5 * rmax * (x + 1), 0.5 * rmax * wx
    u, wu = np.polynomial.legendre.leggauss(6)
    phi = 2 * np.pi * np.arange(8) / 8
    rr, uu, pp = np.meshgrid(r, u, phi, indexing="ij")
    weight = (wr * r**2)[:, None, None] * wu[None, :, None] * (2 * np.pi / 8)
    weight = (weight * np.ones_like(rr)).ravel()
    rr, uu, pp = rr.ravel(), uu.ravel(), pp.ravel()
    sin_t = np.sqrt(1 - uu**2)
    xyz = rr * np.array([sin_t * np.cos(pp), sin_t * np.sin(pp), uu])
    g = (2 * a / np.pi)**0.75 * np.exp(-a * rr**2)
    grad = -2 * a * xyz * g
    # small[point, component, spin] = (sigma.p g) chi_spin
    small = -1j * np.einsum("kn,kij->nij", grad, PAULI)
    pot = -Z / rr
    S = np.sum(weight * g * g)
    V = np.sum(weight * pot * g * g)
    K = np.einsum("n,nis,nit->st", weight, small.conj(), small)
    W = np.einsum("n,nis,nit->st", weight * pot, small.conj(), small)
    laplacian = (4 * a**2 * rr**2 - 6 * a) * g
    p4 = np.sum(weight * laplacian**2)
    return S, V, K, W, p4


def dirac_spectrum(Z, a, c):
    """Four-spinor Dirac matrix with unscaled small functions sigma.p g."""
    S, V, K, W, _ = quadrature_matrices(Z, a)
    one, zero = np.eye(2), np.zeros((2, 2))
    D = np.block([[V * one, c * K], [c * K, W - 2 * c**2 * K]])
    M = np.block([[S * one, zero], [zero, K]])
    return eigh(D, M)


def closed_x2c(Z, a, c):
    T = 1.5 * a
    V = -2 * Z * np.sqrt(2 * a / np.pi)
    W = 2 * a * V
    tau, nu = T / (2 * c**2), V / (6 * c**2)
    X = 2 / ((1 + nu) + np.sqrt((1 + nu)**2 + 4 * tau))
    R = 1 / np.sqrt(1 + tau * X**2)
    L = V + 2 * T * X + (W / (4 * c**2) - T) * X**2
    return dict(T=T, V=V, W=W, tau=tau, nu=nu, X=X, R=R, L=L, h=R * L * R)


# Closed formulas against quadrature and diagonalization
for Z, a in [(1, 0.3), (20, 100.0), (50, 700.0), (80, 5000.0), (90, 50.0)]:
    q = closed_x2c(Z, a, C)
    S, V, K, W, p4 = quadrature_matrices(Z, a)
    assert abs(S - 1) < 1e-10
    assert abs(V / q["V"] - 1) < 1e-10
    assert np.allclose(K / (2 * q["T"]), np.eye(2), atol=1e-10)
    assert np.allclose(W / q["W"], np.eye(2), atol=1e-10)
    assert abs(p4 / (15 * a**2) - 1) < 1e-10
    E, vec = dirac_spectrum(Z, a, C)
    tol = 1e-10 * (2 * C**2 + abs(q["V"]))   # rounding on the 2c^2 scale
    assert abs(E[0] - E[1]) < tol and abs(E[2] - E[3]) < tol
    assert abs(E[2] - q["h"]) < tol
    assert abs(q["V"] + q["T"] * q["X"] - E[2]) < tol
    x_other = -1 / (q["tau"] * q["X"])
    assert abs(q["V"] + q["T"] * x_other - E[0]) < 10 * tol
    # Degenerate vectors may mix spins: recover the 2x2 coefficient ratio
    ratio = 2 * C * vec[2:, 2:] @ np.linalg.inv(vec[:2, 2:])
    assert np.allclose(ratio, q["X"] * np.eye(2), atol=1e-7)
    large_weight = np.sum(abs(vec[:2, 2])**2)
    assert abs(large_weight - q["R"]**2) < 1e-9

# Free particle
T_free = 1.5 * 700.0
E_free = dirac_spectrum(0, 700.0, C)[0][2]
assert abs(E_free - (np.sqrt(C**4 + 2 * C**2 * T_free) - C**2)) < 1e-6

# Worked example
Z, a = 50, 700.0
q = closed_x2c(Z, a, C)
T, V, X, tau, nu = (q[k] for k in ("T", "V", "X", "tau", "nu"))
E_dirac = dirac_spectrum(Z, a, C)[0]


def expansion(c):
    return T + V - T * V / (6 * c**2) - T**2 / (2 * c**2)


# Remainders must fall as the fourth power of 1/c
err4 = dirac_spectrum(Z, a, 4 * C)[0][2] - expansion(4 * C)
err8 = dirac_spectrum(Z, a, 8 * C)[0][2] - expansion(8 * C)
assert abs(err4 / err8 - 16) < 0.5
xerr = []
for scale in (4, 8):
    E_s = dirac_spectrum(Z, a, scale * C)[0][2]
    xerr.append((E_s - V) / T - (1 - (nu + tau) / scale**2))
assert abs(xerr[0] / xerr[1] - 16) < 0.5

# Larger even-tempered s basis that contains the original Gaussian
powers = np.arange(-6, 25)
ex = a * 2.0**powers
psum, prod = ex[:, None] + ex[None, :], ex[:, None] * ex[None, :]
norm = (2 * ex / np.pi)**0.75
nn = np.outer(norm, norm)
Sm = nn * (np.pi / psum)**1.5
Tm = 3 * prod / psum * Sm
Vm = -Z * nn * 2 * np.pi / psum
Wm = -Z * nn * 8 * np.pi * prod / psum**2
Dm = np.block([[Vm, Tm], [Tm, Wm / (4 * C**2) - Tm]])
Mm = np.block([[Sm, 0 * Sm], [0 * Sm, Tm / (2 * C**2)]])
levels = eigh(Dm, Mm, eigvals_only=True)
E_large = levels[levels > -C**2].min()
E_exact = C**2 * (np.sqrt(1 - (Z / C)**2) - 1)
assert abs(E_large - E_exact) < 0.1      # finite-basis error
k0 = int(np.where(powers == 0)[0][0])
p4_resolved = 4 * Tm[k0] @ np.linalg.solve(Sm, Tm[k0])
p4_full = quadrature_matrices(Z, a)[4]
assert abs(p4_resolved / p4_full - 1) < 1e-2   # finite-basis error
mv_one = -T**2 / (2 * C**2)
mv_full = -p4_full / (8 * C**2)

print(f"Nuclear charge Z = {Z}")
print(f"Exponent a = {a:.1f} bohr^-2")
print(f"Speed of light c = {C:.6f} a.u.")
print(f"c^2 = {C**2:.4f} hartree")
print(f"T = {T:.4f} hartree")
print(f"V = {V:.4f} hartree")
print(f"W = {q['W']:.2f} a.u.")
print(f"W/(4c^2) = {q['W'] / (4 * C**2):.4f} hartree")
print(f"W/(4c^2) - T = {q['W'] / (4 * C**2) - T:.4f} hartree")
print(f"tau = T/(2c^2) = {tau:.8f}")
print(f"nu = V/(6c^2) = {nu:.8f}")
print(f"1 + nu = {1 + nu:.8f}")
print(f"Square root in X = {np.sqrt((1 + nu)**2 + 4 * tau):.8f}")
print(f"X (electronic root) = {X:.8f}")
print(f"Metric 1 + tau X^2 = {1 + tau * X**2:.8f}")
print(f"R = {q['R']:.8f}")
print(f"Small-component weight = {1 - q['R']**2:.6f}")
print(f"L before renormalization = {q['L']:.4f} hartree")
print(f"h = R L R = {q['h']:.4f} hartree")
print(f"V + T X = {V + T * X:.4f} hartree")
print(f"Electronic energy by diagonalization = {E_dirac[2]:.4f} hartree")
print(f"h in eV = {q['h'] * HARTREE_EV:.1f} eV")
print(f"Error if R is omitted, L - h = {q['L'] - q['h']:.4f} hartree")
print(f"Other root of X = {-1 / (tau * X):.6f}")
print(f"Energy of other root = {E_dirac[0]:.3f} hartree")
print(f"-2c^2 for comparison = {-2 * C**2:.3f} hartree")
print(f"Nonrelativistic T + V = {T + V:.4f} hartree")
print(f"Relativistic shift h - (T + V) = {q['h'] - T - V:.4f} hartree")
print(f"Leading shift, -TV/(6c^2) part = {-T * V / (6 * C**2):.4f} hartree")
print(f"Leading shift, -T^2/(2c^2) part = {mv_one:.4f} hartree")
print(f"Leading shift, sum = {expansion(C) - T - V:.4f} hartree")
print(f"Full mass-velocity -<p^4>/(8c^2) = {mv_full:.4f} hartree")
print(f"Mass-velocity part missed = {mv_full - mv_one:.4f} hartree")
print(f"<p^4> resolved in large basis / full = {p4_resolved / p4_full:.6f}")
print(f"Number of functions in large basis = {len(ex)}")
print(f"Dirac matrix energy, large basis = {E_large:.3f} hartree")
print(f"Exact point-nucleus Dirac 1s = {E_exact:.3f} hartree")
print(f"Exact nonrelativistic 1s = {-Z**2 / 2:.3f} hartree")
print(f"Exact relativistic 1s shift = {E_exact + Z**2 / 2:.3f} hartree")
print("finished without a failed check")
```

Printed output:

```
Nuclear charge Z = 50
Exponent a = 700.0 bohr^-2
Speed of light c = 137.035999 a.u.
c^2 = 18778.8651 hartree
T = 1050.0000 hartree
V = -2111.0041 hartree
W = -2955405.77 a.u.
W/(4c^2) = -39.3448 hartree
W/(4c^2) - T = -1089.3448 hartree
tau = T/(2c^2) = 0.02795696
nu = V/(6c^2) = -0.01873564
1 + nu = 0.98126436
Square root in X = 1.03668105
X (electronic root) = 0.99110709
Metric 1 + tau X^2 = 1.02746193
R = 0.98654552
Small-component weight = 0.026728
L before renormalization = -1099.7353 hartree
h = R L R = -1070.3417 hartree
V + T X = -1070.3417 hartree
Electronic energy by diagonalization = -1070.3417 hartree
h in eV = -29125.5 eV
Error if R is omitted, L - h = -29.3937 hartree
Other root of X = -36.090214
Energy of other root = -40005.729 hartree
-2c^2 for comparison = -37557.730 hartree
Nonrelativistic T + V = -1061.0041 hartree
Relativistic shift h - (T + V) = -9.3376 hartree
Leading shift, -TV/(6c^2) part = 19.6724 hartree
Leading shift, -T^2/(2c^2) part = -29.3548 hartree
Leading shift, sum = -9.6824 hartree
Full mass-velocity -<p^4>/(8c^2) = -48.9247 hartree
Mass-velocity part missed = -19.5699 hartree
<p^4> resolved in large basis / full = 0.999789
Number of functions in large basis = 31
Dirac matrix energy, large basis = -1294.626 hartree
Exact point-nucleus Dirac 1s = -1294.626 hartree
Exact nonrelativistic 1s = -1250.000 hartree
Exact relativistic 1s shift = -44.626 hartree
finished without a failed check
```
